# Closed-form Lambda equation, densities and gradient of direct ring CCD: verification in Python

```python
"""
Result under test: direct ring CCD, R(T) = B + A T + T A + T B T = 0,
has the Lagrange multiplier Lambda = T (1 - T^2)^-1. Consequently
  dE_c = Tr(G dA) + Tr(Lambda dB),  G = T^2 (1 - T^2)^-1,
and for direct RPA (A = D + K, B = K) the density belonging to K is
  Gamma = T (1 - T)^-1.
D: orbital-energy differences; K = 2(ia|jb), closed shell, spatial orbitals.
X, Y: RPA eigenvectors; Omega: RPA excitation energies.
The densities are used for an analytic nuclear gradient of E_HF + E_c in F2.
Hartree atomic units are used throughout.
"""
import numpy as np
import sympy as sp
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq
from scipy.constants import physical_constants, angstrom
from pyscf import gto, scf

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] / angstrom
BASIS = "cc-pvdz"


def largest(matrix):
    return np.max(np.abs(matrix))


def newton_ring_ccd(A, B):
    """Solve the amplitude equation from T = 0, without RPA eigenvectors."""
    T = np.zeros_like(A)
    for _ in range(30):
        residual = B + A @ T + T @ A + T @ B @ T
        if largest(residual) < 1e-11:
            break
        T = T + solve_continuous_lyapunov(A + T @ B, -residual)
        T = (T + T.T) / 2
    assert largest(B + A @ T + T @ A + T @ B @ T) < 1e-9
    return T


def closed_form_densities(T):
    one = np.eye(len(T))
    Lambda = np.linalg.solve(one - T @ T, T)
    G = T @ Lambda
    Gamma = np.linalg.solve(one - T, T)
    return [(m + m.T) / 2 for m in (Lambda, G, Gamma)]


def rpa_modes(gaps, K):
    root = np.sqrt(gaps)
    S = root[:, None] * (np.diag(gaps) + 2 * K) * root[None, :]
    squares, U = np.linalg.eigh(S)
    Omega = np.sqrt(squares)
    plus = root[:, None] * U / np.sqrt(Omega)
    minus = U * np.sqrt(Omega) / root[:, None]
    return Omega, (plus + minus) / 2, (plus - minus) / 2


def rpa_energy(gaps, K):
    root = np.sqrt(gaps)
    S = root[:, None] * (np.diag(gaps) + 2 * K) * root[None, :]
    Omega = np.sqrt(np.linalg.eigvalsh(S))
    return 0.5 * (Omega.sum() - gaps.sum() - np.trace(K))


def derivative(function, centre, step):
    """Five-point central first derivative."""
    f = [function(centre + n * step) for n in (-2, -1, 1, 2)]
    return (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * step)


def quadrupole_operator(mol):
    rr = mol.intor("int1e_rr").reshape(9, mol.nao, mol.nao)
    return rr[8] - 0.5 * (rr[0] + rr[4])


def hartree_fock(R, field=0.0):
    mol = gto.M(atom=[["F", (0, 0, -R / 2)], ["F", (0, 0, R / 2)]],
                unit="Bohr", basis=BASIS, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    if field != 0.0:
        h = mf.get_hcore() + field * quadrupole_operator(mol)
        mf.get_hcore = lambda *args: h
    mf.kernel()
    assert mf.converged
    return mol, mf


def pair_matrices(mol, mf):
    no = mol.nelectron // 2
    Co, Cv = mf.mo_coeff[:, :no], mf.mo_coeff[:, no:]
    ovov = np.einsum("pqrs,pi,qa,rj,sb->iajb", mol.intor("int2e"),
                     Co, Cv, Co, Cv, optimize=True)
    eps = mf.mo_energy
    gaps = (eps[None, no:] - eps[:no, None]).ravel()
    return gaps, 2 * ovov.reshape(gaps.size, gaps.size)


def total_energy(R, field=0.0):
    mol, mf = hartree_fock(R, field)
    return mf.e_tot + rpa_energy(*pair_matrices(mol, mf))


def analytic_gradient(R, relaxed=True):
    """Return dE/dR, AO correlation density and asymmetry of Q."""
    mol, mf = hartree_fock(R)
    C, eps = mf.mo_coeff, mf.mo_energy
    n, no = mol.nao, mol.nelectron // 2
    nv = n - no
    o, v = slice(0, no), slice(no, n)
    mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                   C, C, C, C, optimize=True)
    ovov = mo[o, v, o, v]
    gaps = (eps[None, v] - eps[o, None]).ravel()
    K = 2 * ovov.reshape(no * nv, no * nv)
    _, X, Y = rpa_modes(gaps, K)
    T = Y @ np.linalg.inv(X)
    _, G, Gamma = closed_form_densities((T + T.T) / 2)
    G = G.reshape(no, nv, no, nv)
    Gamma = Gamma.reshape(no, nv, no, nv)

    density = np.zeros((n, n))
    density[o, o] = -np.einsum("iaja->ij", G)
    density[v, v] = np.einsum("iaib->ab", G)
    pair_part = np.zeros((n, n))
    pair_part[:, o] = 4 * np.einsum("iajb,pajb->pi", Gamma,
                                    mo[:, v, o, v], optimize=True)
    pair_part[:, v] = 4 * np.einsum("iajb,ipjb->pa", Gamma,
                                    mo[o, :, o, v], optimize=True)

    def orbital_derivative(dm):
        g = np.einsum("rs,pqrs->pq", dm, mo, optimize=True)
        g -= 0.5 * np.einsum("rs,prqs->pq", dm, mo, optimize=True)
        Q = pair_part + 2 * eps[:, None] * dm
        Q[:, o] += 4 * np.diag(eps)[:, o] + 4 * g[:, o]
        return Q

    Q = orbital_derivative(density)
    if relaxed:
        hessian = (4 * ovov - mo[o, o, v, v].transpose(0, 2, 1, 3)
                   - ovov.transpose(2, 1, 0, 3)).reshape(no * nv, no * nv)
        hessian = hessian + np.diag(gaps)
        rhs = -(Q[v, o].T - Q[o, v]).ravel()
        z = np.linalg.solve(hessian, rhs).reshape(no, nv)
        density[o, v] = z / 2
        density[v, o] = z.T / 2
        Q = orbital_derivative(density)
    asymmetry = largest(Q - Q.T)
    W = C @ ((Q + Q.T) / 4) @ C.T

    P0 = 2 * C[:, o] @ C[:, o].T
    P1 = C @ density @ C.T
    left = P0 / 2 + P1
    d2 = np.einsum("pq,rs->pqrs", left, P0)
    d2 -= 0.5 * np.einsum("pr,qs->pqrs", left, P0)
    d2 += 2 * np.einsum("iajb,pi,qa,rj,sb->pqrs", Gamma, C[:, o], C[:, v],
                        C[:, o], C[:, v], optimize=True)
    for order in ((1, 0, 2, 3), (0, 1, 3, 2), (2, 3, 0, 1)):
        d2 = (d2 + d2.transpose(order)) / 2

    first, last = mol.aoslice_by_atom()[1, 2:]
    eri_z = mol.intor("int2e_ip1")[2]
    two_electron = -4 * np.sum(d2[first:last] * eri_z[first:last])
    h_z = mf.nuc_grad_method().hcore_generator(mol)(1)[2]
    s_z = np.zeros((n, n))
    s_z[first:last] = -mol.intor("int1e_ipovlp")[2][first:last]
    s_z = s_z + s_z.T
    charge = mol.atom_charge(0)
    slope = (np.sum((P0 + P1) * h_z) + two_electron - np.sum(W * s_z)
             - charge**2 / R**2)
    return slope, P1, asymmetry


def hf_gradient(R):
    _, mf = hartree_fock(R)
    return mf.nuc_grad_method().kernel()[1, 2]


# Off-shell algebraic identity with noncommuting symbols
a, b, t = sp.symbols("a b t", commutative=False)
residual = b + a * t + t * a + t * b * t
metric = 1 - t * t
identity = (metric * (a + b * t) * t + t * (a + t * b) * metric
            + metric * b * metric - residual + t * residual * t)
assert sp.expand(identity) == 0

# Two coupled bosons: exact ground state in a truncated number basis
A2 = np.array([[1.0, 0.2], [0.2, 1.5]])
B2 = np.array([[0.4, 0.1], [0.1, 0.3]])
T2 = newton_ring_ccd(A2, B2)
L2, G2, _ = closed_form_densities(T2)
levels = 22
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
unit = np.eye(levels)
modes = [np.kron(lower, unit), np.kron(unit, lower)]
H = np.zeros((levels**2, levels**2))
for p in range(2):
    for q in range(2):
        pair = modes[p] @ modes[q]
        H += A2[p, q] * modes[p].T @ modes[q]
        H += 0.5 * B2[p, q] * (pair + pair.T)
boson_values, boson_vectors = np.linalg.eigh(H)
ground = boson_vectors[:, 0]
number = np.array([[ground @ (p.T @ (q @ ground)) for q in modes]
                   for p in modes])
anomalous = np.array([[ground @ (p @ (q @ ground)) for q in modes]
                      for p in modes])
E2 = 0.5 * np.trace(B2 @ T2)
assert abs(boson_values[0] - E2) < 1e-8
assert largest(number - G2) < 1e-7
assert largest(anomalous - L2) < 1e-7

# F2 at the chosen distance
R0 = 2.70
mol, mf = hartree_fock(R0)
no, n = mol.nelectron // 2, mol.nao
nv = n - no
gaps, K = pair_matrices(mol, mf)
D = np.diag(gaps)
A = D + K
T = newton_ring_ccd(A, K)
Lambda, G, Gamma = closed_form_densities(T)
Omega, X, Y = rpa_modes(gaps, K)
E_c = 0.5 * np.trace(K @ T)
assert abs(E_c - rpa_energy(gaps, K)) < 1e-9
assert largest(T @ X - Y) < 1e-8
assert largest(G - Y @ Y.T) < 1e-8
assert largest(Lambda - Y @ X.T) < 1e-8

Lambda_direct = solve_continuous_lyapunov(A + K @ T, -K)
lambda_error = largest(Lambda - Lambda_direct)
assert lambda_error < 1e-9
one_body, two_body = np.trace(G @ D), np.trace(Gamma @ K)
assert abs(one_body + two_body - E_c) < 1e-9

# Frequency integral of the inverse response matrix
nodes, weights = np.polynomial.legendre.leggauss(48)
scale = 4.0
integral = np.zeros_like(K)
for x, weight in zip(nodes, weights):
    omega = scale * (1 + x) / (1 - x)
    jacobian = 2 * scale / (1 - x)**2
    response = 2 * np.linalg.inv(np.diag(omega**2 / gaps) + D + 2 * K)
    integral += weight * jacobian * response / np.pi
frequency_error = largest((integral - np.eye(len(K))) / 2 - Gamma)
assert frequency_error < 1e-8

# Unrelaxed occupations as derivatives with respect to orbital energies
G4 = G.reshape(no, nv, no, nv)
gamma_oo = -np.einsum("iaja->ij", G4)
gamma_vv = np.einsum("iaib->ab", G4)


def shifted_energy(shift, orbital):
    eps = mf.mo_energy.copy()
    eps[orbital] += shift
    return rpa_energy((eps[None, no:] - eps[:no, None]).ravel(), K)


homo_fd = derivative(lambda s: shifted_energy(s, no - 1), 0.0, 0.002)
lumo_fd = derivative(lambda s: shifted_energy(s, no), 0.0, 0.002)
assert abs(homo_fd - gamma_oo[-1, -1]) < 1e-7
assert abs(lumo_fd - gamma_vv[0, 0]) < 1e-7
occupations = np.concatenate([np.linalg.eigvalsh(2 * np.eye(no) + gamma_oo),
                              np.linalg.eigvalsh(gamma_vv)])

# Nuclear gradient and relaxed density
slope, P1, asymmetry = analytic_gradient(R0)
slope_unrelaxed, P1_unrelaxed, asymmetry_unrelaxed = analytic_gradient(
    R0, relaxed=False)
slope_fd = derivative(total_energy, R0, 0.01)
assert asymmetry < 1e-6
assert abs(slope - slope_fd) < 1e-6
assert abs(slope_unrelaxed - slope_fd) > 1e-4
slope_hf = hf_gradient(R0)

q = quadrupole_operator(mol)
P0 = mf.make_rdm1()
electron_q = np.sum((P0 + P1) * q)
field_q = derivative(lambda f: total_energy(R0, f), 0.0, 0.0005)
assert abs(electron_q - field_q) < 1e-5
nuclear_q = 2 * mol.atom_charge(0) * (R0 / 2)**2
theta_hf = nuclear_q - np.sum(P0 * q)
theta_unrelaxed = theta_hf - np.sum(P1_unrelaxed * q)
theta_relaxed = nuclear_q - electron_q

# Bond lengths from zero gradients
R_hf = brentq(hf_gradient, 2.35, 2.95, xtol=1e-5)
R_rpa = brentq(lambda r: analytic_gradient(r)[0], 2.35, 2.95, xtol=1e-5)
E_min = total_energy(R_rpa)
assert total_energy(R_rpa - 0.05) > E_min
assert total_energy(R_rpa + 0.05) > E_min


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def show_matrix(label, m):
    print(f"{label} [11, 12, 22]: {m[0,0]:.6f}, {m[0,1]:.6f}, {m[1,1]:.6f}")


print("Two-boson model (model energy unit)")
show_matrix("A", A2)
show_matrix("B", B2)
show_matrix("T", T2)
show_matrix("Lambda", L2)
show_matrix("G", G2)
show_matrix("<bb> from diagonalization", anomalous)
show_matrix("<b+b> from diagonalization", number)
show("Energy from T", E2, "model units", 8)
show("Energy from diagonalization", boson_values[0], "model units", 8)
print(f"F2, RHF + direct RPA, {BASIS}, all electrons")
show("Distance", R0, "bohr", 2)
print(f"Basis functions, occupied, virtual, pairs: {n}, {no}, {nv}, {no*nv}")
show("HF energy", mf.e_tot, "hartree")
show("RPA correlation energy", E_c, "hartree")
show("Total energy", mf.e_tot + E_c, "hartree")
show("Tr(G D)", one_body, "hartree")
show("Tr(Gamma K)", two_body, "hartree")
show("Lowest orbital gap", gaps.min(), "hartree")
show("Lowest singlet RPA energy", Omega[0], "hartree")
show("Lowest eigenvalue of T", np.linalg.eigvalsh(T)[0])
show("Lowest eigenvalue of Lambda", np.linalg.eigvalsh(Lambda)[0])
show("Lowest eigenvalue of Gamma", np.linalg.eigvalsh(Gamma)[0])
print(f"Largest |Lambda closed - linear solve|: {lambda_error:.1e}")
print(f"Largest |Gamma closed - frequency integral|: {frequency_error:.1e}")
show("Promoted electrons Tr G", np.trace(G))
show("HOMO population change", gamma_oo[-1, -1])
show("HOMO change, finite difference", homo_fd)
show("LUMO population change", gamma_vv[0, 0])
show("LUMO change, finite difference", lumo_fd)
show("Smallest natural occupation", occupations.min())
show("Largest natural occupation", occupations.max())
show("Quadrupole, HF", theta_hf, "e bohr^2", 5)
show("Quadrupole, RPA unrelaxed", theta_unrelaxed, "e bohr^2", 5)
show("Quadrupole, RPA relaxed", theta_relaxed, "e bohr^2", 5)
show("Quadrupole, RPA finite field", nuclear_q - field_q, "e bohr^2", 5)
show("dE/dR, HF", slope_hf, "hartree/bohr", 7)
show("dE/dR, RPA without z", slope_unrelaxed, "hartree/bohr", 7)
show("dE/dR, RPA analytic", slope, "hartree/bohr", 7)
show("dE/dR, RPA finite difference", slope_fd, "hartree/bohr", 7)
print(f"Largest |Q - Q^T| without z: {asymmetry_unrelaxed:.1e} hartree")
print(f"Largest |Q - Q^T| with z: {asymmetry:.1e} hartree")
show("HF bond length", R_hf, "bohr", 4)
show("RPA bond length", R_rpa, "bohr", 4)
show("HF bond length", R_hf * BOHR_IN_ANGSTROM, "angstrom", 4)
show("RPA bond length", R_rpa * BOHR_IN_ANGSTROM, "angstrom", 4)
print("all tests passed")
```

Running it gives:

```
Two-boson model (model energy unit)
A [11, 12, 22]: 1.000000, 0.200000, 1.500000
B [11, 12, 22]: 0.400000, 0.100000, 0.300000
T [11, 12, 22]: -0.205384, -0.017259, -0.098829
Lambda [11, 12, 22]: -0.214598, -0.018572, -0.099932
G [11, 12, 22]: 0.044395, 0.005539, 0.010197
<bb> from diagonalization [11, 12, 22]: -0.214598, -0.018572, -0.099932
<b+b> from diagonalization [11, 12, 22]: 0.044395, 0.005539, 0.010197
Energy from T: -0.05762700 model units
Energy from diagonalization: -0.05762700 model units
F2, RHF + direct RPA, cc-pvdz, all electrons
Distance: 2.70 bohr
Basis functions, occupied, virtual, pairs: 28, 9, 19, 171
HF energy: -198.683894 hartree
RPA correlation energy: -0.431488 hartree
Total energy: -199.115382 hartree
Tr(G D): 0.331614 hartree
Tr(Gamma K): -0.763102 hartree
Lowest orbital gap: 0.748978 hartree
Lowest singlet RPA energy: 0.800169 hartree
Lowest eigenvalue of T: -0.236198
Lowest eigenvalue of Lambda: -0.250154
Lowest eigenvalue of Gamma: -0.191068
Largest |Lambda closed - linear solve|: 7.8e-16
Largest |Gamma closed - frequency integral|: 3.4e-15
Promoted electrons Tr G: 0.137985
HOMO population change: -0.018162
HOMO change, finite difference: -0.018162
LUMO population change: 0.048780
LUMO change, finite difference: 0.048780
Smallest natural occupation: 0.000633
Largest natural occupation: 1.999937
Quadrupole, HF: 0.50096 e bohr^2
Quadrupole, RPA unrelaxed: 0.50620 e bohr^2
Quadrupole, RPA relaxed: 0.58576 e bohr^2
Quadrupole, RPA finite field: 0.58576 e bohr^2
dE/dR, HF: 0.0608713 hartree/bohr
dE/dR, RPA without z: -0.0026650 hartree/bohr
dE/dR, RPA analytic: 0.0236158 hartree/bohr
dE/dR, RPA finite difference: 0.0236158 hartree/bohr
Largest |Q - Q^T| without z: 1.4e-01 hartree
Largest |Q - Q^T| with z: 6.2e-15 hartree
HF bond length: 2.5467 bohr
RPA bond length: 2.6325 bohr
HF bond length: 1.3476 angstrom
RPA bond length: 1.3931 angstrom
all tests passed
```
